# Capillary Filling of a Cylindrical Nanopore by a Wetting Liquid

A porous low-k film is rinsed with water after plasma etching. Where the plasma has made the pore walls hydrophilic, water at a pore mouth is drawn inward without any applied pressure. The pull comes from the meniscus and stays the same as the liquid advances, while the viscous drag at a given speed grows with the length already filled, so the liquid slows down. How far has the liquid gone after a time $t$?

## The model

Take a straight cylindrical pore of radius $r$, initially dry and open at both ends. At $t=0$ one end touches a liquid reservoir. The filled length is $L(t)$, with $L(0)=0$. The liquid has surface tension $\gamma$, viscosity $\eta$ and density $\rho$, and it meets the wall at a contact angle $\theta<90^\circ$, measured through the liquid.

The reservoir and the gas ahead of the meniscus are both at pressure $p_0$. The liquid is Newtonian and incompressible and does not slip at the wall; $\theta$ does not depend on speed. Gravity, gas drag, evaporation and losses at the pore mouth are neglected, and $L\gg r$. Inertia is neglected at first and restored later.

## The pull of the meniscus

Consider the part of the meniscus within a distance $s$ of the axis. Its rim has length $2\pi s$, and the surface there is inclined at an angle $\psi$ to the cross-section. The axial component of surface tension balances the pressure difference $\Delta P$ across the surface:

$$2\pi s\,\gamma\sin\psi=\pi s^2\,\Delta P
\quad\Rightarrow\quad \sin\psi=\frac{s\,\Delta P}{2\gamma}. \tag{1}$$

Since $\sin\psi$ is proportional to $s$, the meniscus is part of a sphere of radius $R=2\gamma/\Delta P$. Let it meet the wall at an angle $\beta$, so that $R=r/\cos\beta$. Minimising the interfacial energy will fix $\beta$.

Advancing liquid replaces dry wall, of energy $\gamma_{sv}$ per area, by wet wall, of energy $\gamma_{sl}$. Young's equation, $\gamma_{sv}-\gamma_{sl}=\gamma\cos\theta$, gives the energy up to a constant:

$$F=\gamma A_{\rm cap}-\gamma\cos\theta\,A_{\rm wall}. \tag{2}$$

Let the depth of the cap, from its rim to its lowest point, be $qr$. Then

$$q=\frac{R-\sqrt{R^2-r^2}}{r}=\frac{1-\sin\beta}{\cos\beta}. \tag{3}$$

The area of a spherical cap and the volume between it and its rim plane are

$$A_{\rm cap}=\pi r^2(1+q^2),\qquad
V_{\rm dip}=\frac{\pi r^3}{6}(3q+q^3). \tag{4}$$

If the liquid volume in the pore is $V$, the contact line stands at a height $(V+V_{\rm dip})/(\pi r^2)$, because the dip contains no liquid. The wetted wall area is $2\pi r$ times this height. Equation (2) becomes

$$F=\pi r^2\gamma(1+q^2)-\frac{2\gamma\cos\theta}{r}
\left[V+\frac{\pi r^3}{6}(3q+q^3)\right]. \tag{5}$$

At fixed $V$,

$$\frac{\partial F}{\partial q}=\pi r^2\gamma\left[2q-(1+q^2)\cos\theta\right]=0
\quad\Rightarrow\quad \cos\theta=\frac{2q}{1+q^2}. \tag{6}$$

From (3), $1+q^2=2(1-\sin\beta)/\cos^2\beta$, so $2q/(1+q^2)=\cos\beta$. Hence $\beta=\theta$. The second derivative, $2\pi r^2\gamma(1-q\cos\theta)$, is positive for $q<1$, so this is a minimum.

The minimising $q$ does not depend on $V$. The energy released per unit volume of advance is therefore

$$P_c=-\frac{dF}{dV}=\frac{2\gamma\cos\theta}{r}. \tag{7}$$

This agrees with the pressure difference from (1), $\Delta P=2\gamma/R=2\gamma\cos\theta/r$. The liquid just behind the meniscus is at $p_0-P_c$, below the reservoir pressure, and this difference drives the flow.

## The drag of the wall

Behind the meniscus the liquid moves parallel to the axis with speed $v(s)$. Let $G=-dp/dx$ be the pressure drop per unit length. When inertia is negligible, the forces on a coaxial liquid cylinder of radius $s$ and length $dx$ add to zero:

$$\pi s^2G\,dx+2\pi s\,dx\,\eta\frac{dv}{ds}=0
\quad\Rightarrow\quad \frac{dv}{ds}=-\frac{Gs}{2\eta}. \tag{8}$$

The first term pushes the cylinder forward. The second is negative because the liquid outside it moves more slowly. Integrating with $v(r)=0$ gives

$$v(s)=\frac{G}{4\eta}(r^2-s^2). \tag{9}$$

The volume flow is

$$Q=\int_0^r2\pi s\,v\,ds
=\frac{\pi G}{2\eta}\left[\frac{r^2s^2}{2}-\frac{s^4}{4}\right]_0^r
=\frac{\pi r^4G}{8\eta}, \tag{10}$$

and the mean speed is

$$U=\frac{Q}{\pi r^2}=\frac{r^2G}{8\eta}. \tag{11}$$

This is Poiseuille's law. The profile (9) cannot hold within about one radius of the meniscus or the pore mouth, where the liquid must also move radially. The condition $L\gg r$ makes these regions a small part of the column.

## The penetration law

Because the liquid is incompressible, $Q$ is the same at every cross-section of the filled part. By (10), $G$ is then uniform. The pressure falls by $P_c$ over the length $L$, so $G=P_c/L$. The meniscus advances at the mean speed, since the volume it sweeps out must be supplied by the flow:

$$\frac{dL}{dt}=\frac{r^2}{8\eta}\frac{P_c}{L}
=\frac{r^2}{8\eta L}\,\frac{2\gamma\cos\theta}{r}
=\frac{\gamma r\cos\theta}{4\eta L}. \tag{12}$$

As a balance of forces, the pull $\pi r^2P_c=2\pi r\gamma\cos\theta$ equals the drag $8\pi\eta LU$.

Multiply (12) by $L$ and integrate from $L=0$ at $t=0$:

$$\int_0^L L'\,dL'=\frac{\gamma r\cos\theta}{4\eta}\int_0^tdt'
\quad\Rightarrow\quad \frac{L^2}{2}=\frac{\gamma r\cos\theta}{4\eta}\,t. \tag{13}$$

Therefore

$$L(t)=\sqrt{\frac{\gamma r t\cos\theta}{2\eta}}=\sqrt{Dt},
\qquad D=\frac{\gamma r\cos\theta}{2\eta}. \tag{14}$$

This is the Lucas–Washburn law. The coefficient $D$ has the unit of a diffusion coefficient, but nothing here is random: the square root arises because the pull is constant while the drag per unit speed is proportional to $L$, so the speed falls as $1/L$. Doubling the depth takes four times as long. The front speed is

$$\frac{dL}{dt}=\frac{D}{2L}=\frac{L}{2t}, \tag{15}$$

half the average speed since the start.

At fixed $\gamma$, $\eta$ and $\theta$, a wider pore fills faster. The capillary pressure falls as $1/r$, but the mean speed per unit pressure gradient rises as $r^2$, which leaves one factor of $r$ in $D$. As $\theta$ approaches $90^\circ$, $D$ goes to zero.

The same derivation covers a reservoir held at $p_0+\Delta p$. The driving pressure becomes $P_c+\Delta p$, and

$$L^2=\frac{r^2}{4\eta}\left(\frac{2\gamma\cos\theta}{r}+\Delta p\right)t. \tag{16}$$

For $\theta>90^\circ$ the capillary term is negative, and the liquid enters only if $\Delta p>2\gamma|\cos\theta|/r$.

## The first instants

Equation (15) gives an infinite speed at $t=0$. The fault lies in the neglect of inertia, since a short column has little drag but still has to be accelerated.

In a one-dimensional description the column has momentum $\rho\pi r^2L\,dL/dt$. Let the Poiseuille drag apply from the start, and let the pressure at the mouth plus the incoming momentum flux per area, $\rho U^2$, equal $p_0$. This entry condition is a model choice: for a loss-free entry $\rho U^2$ would be replaced by $\rho U^2/2$, and the starting speed found below would be larger by a factor $\sqrt2$. Dividing the momentum balance by $\pi r^2$ gives

$$\frac{d}{dt}\left(\rho L\frac{dL}{dt}\right)
=P_c-\frac{8\eta}{r^2}L\frac{dL}{dt}. \tag{17}$$

Set $u=L^2$, so that $L\,dL/dt=\tfrac12du/dt$. The equation becomes linear:

$$\frac{\rho}{2}\frac{d^2u}{dt^2}+\frac{4\eta}{r^2}\frac{du}{dt}=P_c. \tag{18}$$

Multiply by $r^2/(4\eta)$. The right side becomes $P_cr^2/(4\eta)=D$, and

$$\tau\frac{d^2u}{dt^2}+\frac{du}{dt}=D,\qquad \tau=\frac{\rho r^2}{8\eta}. \tag{19}$$

At $t=0$ the length is zero and the speed finite, so $du/dt=2L\,dL/dt=0$. Hence $du/dt=D(1-e^{-t/\tau})$, and a second integration gives

$$L^2=D\left[t-\tau\left(1-e^{-t/\tau}\right)\right]. \tag{20}$$

For $t\ll\tau$ the bracket is approximately $t^2/(2\tau)$. Then

$$L\simeq t\sqrt{\frac{D}{2\tau}}=t\sqrt{\frac{P_c}{\rho}}, \tag{21}$$

where the last step uses $D/(2\tau)=\dfrac{P_cr^2}{4\eta}\,\dfrac{8\eta}{2\rho r^2}$. The starting speed is finite. For $t\gg\tau$, (20) gives $L\simeq\sqrt{Dt}\,[1-\tau/(2t)]$, which tends to (14). At $t=\tau$ the bracket is $\tau/e$, and the true length in this model is $e^{-1/2}=0.607$ of the value from (14). Direct integration of (17) for the example below gives the same ratio.

## Water in a damaged low-k film

Take rough typical values for water in a porous organosilicate film with plasma-damaged pore walls: $r=2.0$ nm, $\theta=60^\circ$, $\gamma=0.072$ N/m, $\eta=0.90$ mPa s and $\rho=1000$ kg/m³. The path is 200 nm long. The capillary pressure is

$$P_c=\frac{2(0.072)(0.5)}{2.0\times10^{-9}}\ \text{Pa}=36.0\ \text{MPa},$$

or about 355 atm. The coefficient is

$$D=\frac{(0.072)(2.0\times10^{-9})(0.5)}{2(0.90\times10^{-3})}
=4.0\times10^{-8}\ \text{m}^2/\text{s},$$

which is $4.0\times10^{4}$ nm²/µs. The law gives depths of 20 nm after 0.01 µs, 63 nm after 0.1 µs and 200 nm after 1 µs. At 200 nm the front moves at $200\ \text{nm}/(2\times1\ \text{µs})=0.10$ m/s. The capillary number $\eta U/\gamma$ is then $1.25\times10^{-3}$, so viscous stress on the scale of the meniscus is small compared with the capillary pressure.

The liquid behind the meniscus is at an absolute pressure of $-35.9$ MPa. It is under tension, and the model assumes that no vapour bubble breaks the column.

Inertia has no practical effect here. Equation (19) gives $\tau=0.56$ ps, in which time (14) predicts an advance of only 0.15 nm. This is less than the pore radius and smaller than a water molecule, so neither the starting speed of 190 m/s from (21) nor the early motion in (20) should be taken literally. They show that inertia has died out before the continuum description begins to apply. Gravity is smaller still: $\rho gL/P_c=5\times10^{-11}$ for a vertical pore of this length.

If the same pore had $\theta=120^\circ$, $\cos\theta$ would change sign but not size. By (16), water would then enter only under an excess pressure above 36 MPa.

## What a real pore changes

**An immobile wall layer.** Suppose that liquid within a distance $d$ of the wall does not move along the pore, but must still be supplied as the front advances. By (10), the flow is reduced to $\pi(r-d)^4G/(8\eta)$, while each unit of advance still needs a volume $\pi r^2$. With $P_c$ held fixed, the fill time is multiplied by

$$\left(\frac{r}{r-d}\right)^4. \tag{22}$$

For an assumed $d=0.3$ nm, roughly one molecular layer, the factor is $(2.0/1.7)^4=1.92$. The wall can also act the other way. If the liquid slips, with $v(r)=-b\,dv/ds$ at the wall, integrating (8) multiplies the flow (10) by $1+4b/r$, and an assumed $b=0.3$ nm multiplies the fill time by 0.62. Which case applies depends on the wall chemistry and is not settled by this model; the estimates below take the immobile layer.

**A varying radius.** Let the radius $a(x)$ vary slowly, so that (7) and (10) hold locally. With the front at $X$, the pressure drops along the filled part add up to the local capillary pressure:

$$Q\int_0^X\frac{8\eta}{\pi a^4}\,dx=\frac{2\gamma\cos\theta}{a(X)},
\qquad Q=\pi a^2(X)\frac{dX}{dt}. \tag{23}$$

Eliminating $Q$ and solving for $dt$ gives the time to fill a length $H$:

$$t=\frac{4\eta}{\gamma\cos\theta}\int_0^Ha^3(X)
\left[\int_0^X\frac{dx}{a^4}\right]dX. \tag{24}$$

Take $a=r[1+\epsilon\cos(2\pi x/\lambda)]$, and let $H$ be a whole number of periods. The inner integral is $\langle a^{-4}\rangle X$ plus an odd periodic function, where the brackets denote an average over a period. The factor $a^3$ is $\langle a^3\rangle$ plus a sum of cosines. The odd function times the even $a^3$ integrates to zero over whole periods, and so does $X$ times each cosine. The double integral is therefore $\langle a^3\rangle\langle a^{-4}\rangle H^2/2$. For a uniform pore it is $H^2/(2r)$, so the fill time is multiplied by

$$r\,\langle a^{-4}\rangle\langle a^3\rangle. \tag{25}$$

For an assumed $\epsilon=0.3$ and $\lambda=20$ nm this is 1.79. Here $\langle a^3\rangle=r^3(1+3\epsilon^2/2)=1.135\,r^3$, so most of the increase comes from $\langle a^{-4}\rangle$, the extra drag of the narrow sections. The wall slope reaches $2\pi\epsilon r/\lambda=0.19$, which would tilt the meniscus by up to about $11^\circ$. Equation (23) omits this tilt, so the factor is an estimate. Replacing $\cos\theta$ by $\cos(\theta+\arctan(da/dx))$ and allowing for the changing volume of the cap raises it to about 1.9. A full Stokes solution for this wall shape raises the resistance by a further 2 %.

**A winding path.** If the pore is longer than the straight distance by a factor $T$, (14) multiplies the time to cover that distance by $T^2$. An assumed $T=1.5$ gives 2.25.

The product of the three factors is about 7.7, which would raise the fill time from 1 µs to roughly 8 µs. At fixed time the depth would fall by $\sqrt{7.7}\approx2.8$. The product treats the effects as independent. In fact a layer of fixed thickness takes a larger share of the narrow sections, where the drag is already greatest, so in this model the product is an underestimate. Putting $(a-d)^{-4}$ in the inner integral of (24) gives 4.11 for these two effects together instead of 3.43, and about 9.3 in all instead of 7.7.

**Contact-line friction and entry loss.** Let the moving contact line feel a friction force $\zeta U$ per unit length, and let the pore mouth add the drag of an extra length of about $r$. The force balance, divided by $2\pi r$, becomes

$$\gamma\cos\theta=\left[\frac{4\eta(L+r)}{r}+\zeta\right]\frac{dL}{dt}. \tag{26}$$

Integration from $L=0$ gives

$$\gamma\cos\theta\;t=\frac{2\eta L^2}{r}+(4\eta+\zeta)L. \tag{27}$$

Relative to the first term, the added time is $(4+\zeta/\eta)\,r/(2L)$. For an assumed $\zeta=10\eta$ and $L=200$ nm this is $14\times2/400=0.07$, or 7 %. It falls as $1/L$, so these effects matter most in short pores: it is 22 % at 63 nm and 70 % at 20 nm. With these values (26) gives depths of 14 nm after 0.01 µs and 57 nm after 0.1 µs, in place of the 20 nm and 63 nm from (14).

**A closed end.** In a dead-end pore of length $H$ the trapped gas is compressed. For an ideal gas at constant temperature that does not dissolve, the front stops when the gas pressure reaches $p_0+P_c$:

$$\frac{p_0H}{H-L}=p_0+P_c
\quad\Rightarrow\quad \frac{H-L}{H}=\frac{p_0}{p_0+P_c}. \tag{28}$$

With $p_0=1$ atm the remaining fraction is 0.28 %, or 0.56 nm of a 200 nm pore. This is shorter than the pore radius and about equal to the depth of the meniscus, 0.54 nm, so it means only that the pore is nearly full. The assumptions also fail for real air. At 355 atm the gas is not ideal, and the pore starts with only about 60 gas molecules. By Henry's law the water in the pore could dissolve several times that number at this pressure, so the pocket is not expected to last.

## Reading the result for a process

Intact organosilicate low-k material is hydrophobic, and (14) does not describe water entering it. The law concerns regions where plasma has replaced methyl groups on the pore walls by hydroxyl groups. Pore radii in such films are often nearer 1 nm than 2 nm, so the example lies towards the large end. With the other parameters fixed, halving $r$ doubles the fill time in (14), and the 0.3 nm layer then contributes a factor $(1.0/0.7)^4\approx4.2$ instead of 1.92. In pores only a few molecules wide, the bulk values of $\gamma$ and $\eta$ are themselves approximations, and their error has not been estimated here.

The time scale still supports a conditional conclusion. For a 60 s rinse, (14) gives 1.55 mm along a continuous, uniform hydrophilic pore. The factor of 7.7 would reduce this to about 0.6 mm, still far more than the thickness of a film. If connected hydrophilic pores reach the liquid, shortening a rinse from minutes to seconds will not keep them dry. For hydrophilic paths much shorter than the depth reached in the rinse time, the extent of the wetted region in this model is set by where the path ends, not by the rinse time. The model also assumes pores that are dry at the start; in humid air, hydrophilic pores this small can already hold water condensed from the vapour. With bulk values and $\theta=60^\circ$, the Kelvin equation makes a filled pore stable at room temperature above a relative humidity of about 77 % for $r=2$ nm and 59 % for $r=1$ nm. The numerical output below lists the inputs and the main results.

## Calculated quantities

```
INPUTS (rough typical values)
surface tension             0.072 N/m
viscosity                   0.90 mPa s
density                     1000 kg/m^3
pore radius                 2.0 nm
contact angle               60 degrees
path length                 200 nm
RESULTS
capillary pressure          36.0 MPa
capillary pressure          355 atm
liquid pressure at meniscus -35.9 MPa absolute
numerical 8*conductance     1.0000002 (ideal 1)
coefficient D = L^2/t       4.000e-08 m^2/s
coefficient D = L^2/t       4.000e+04 nm^2/us
depth at 0.01 us            20.0 nm
depth at 0.10 us            63.2 nm
depth at 1.00 us            200.0 nm
fill time of the path       1.000 us
front speed at path end     0.100 m/s
capillary number there      1.25e-03
ideal depth after 60 s      1.55 mm
NEGLECTED EFFECTS
inertial time tau           0.556 ps
law's depth at t = tau      0.149 nm
inertial start speed        190 m/s
true/law depth at t = tau   0.607
true/law depth at 1000 tau  0.99950
gravity/capillary pressure  5.4e-11
assumed immobile layer      0.3 nm
  fill time multiplied by   1.92
assumed radius modulation   30 %
assumed modulation period   20 nm
  fill time multiplied by   1.79
assumed tortuosity          1.5
  fill time multiplied by   2.25
assumed friction/viscosity  10
assumed entry length        2.0 nm
  fill time multiplied by   1.070 (both)
product of the three large  7.7 (rough)
  fill time with product    7.7 us (rough)
dead-end pore, gas left     0.28 % of length
dead-end pore, gas left     0.56 nm
```
